# The two ²D terms of d³ and the diagonal sum rule, part 1

(Sections cited here and not found follow in the second part.)

## Result

Three electrons in one d shell, interacting by Coulomb repulsion, form the terms ⁴F, ⁴P, ²H, ²G, ²F, ²P once each and ²D twice. In the Racah parameters $A,B,C$ the two ²D energies are

$$E_\pm = 3A+5B+5C \pm \sqrt{193B^2+8BC+4C^2}.$$

The diagonal sum rule does not become false for ²D. It is a trace identity, and it gives correctly

$$E_+ + E_- = 6A+10B+10C .$$

It fails in the sense that this is all it gives. No fixed linear combination of diagonal determinant energies equals $E_+$ or $E_-$, and information beyond the block traces is needed. Here it is supplied by the $2\times2$ matrix of the repulsion between the two ²D states. In the basis of the seniority-1 and seniority-3 states constructed below, the sum rule fixes only the trace of this matrix. The difference of its diagonal elements, $4B+4C$, and its off-diagonal element, $3\sqrt{21}\,B$, are found here from one full row of the matrix between determinants, its diagonal element included, together with the trace. The energies are the eigenvalues of

$$h=\begin{pmatrix}3A+7B+7C & 3\sqrt{21}\,B\\ 3\sqrt{21}\,B & 3A+3B+3C\end{pmatrix}.$$

## Model

All electrons share one real radial function: the orbitals are $r^{-1}u(r)\,Y_{2m}$ times a spin function, with $\int u^2dr=1$. The operator $H=\sum_{i<j}1/r_{ij}$ (atomic units) is restricted to the $\binom{10}{3}=120$ determinants of d³. This is first-order degenerate perturbation theory in the repulsion if $u$ is an eigenfunction of the unperturbed radial problem. For any other $u$ it is the diagonalization of the repulsion within the chosen space. The one-electron energy and the interaction with closed shells are the same for all 120 states and are dropped. Spin-orbit coupling is neglected. Phases follow the Condon–Shortley convention.

## Two-electron integrals

Let $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. The Legendre expansion and the addition theorem give

$$\frac1{r_{12}}=\sum_{k}\frac{r_<^k}{r_>^{k+1}}\sum_q C_{kq}(1)\,C_{kq}^*(2).$$

Define $c^k(m,m')=\int Y^*_{2m}C_{k,m-m'}Y_{2m'}\,d\Omega$, which is real, and $F^k=\iint u^2(r_1)u^2(r_2)\,r_<^k/r_>^{k+1}\,dr_1dr_2$. In $\langle pq|rs\rangle=\iint\psi_p^*(1)\psi_q^*(2)\,r_{12}^{-1}\,\psi_r(1)\psi_s(2)$ the azimuthal integral of electron 1 selects the component $m_p-m_r$ and leaves $c^k(m_p,m_r)$. The integral of electron 2 is the complex conjugate of $\int Y^*_{2m_s}C_{kq}Y_{2m_q}$, which selects $m_s-m_q$ and leaves $c^k(m_s,m_q)$. The two components must agree, so

$$\langle pq|rs\rangle=\delta_{\sigma_p\sigma_r}\delta_{\sigma_q\sigma_s}\,\delta_{m_p+m_q,\,m_r+m_s}\sum_k c^k(m_p,m_r)\,c^k(m_s,m_q)\,F^k .$$

Odd $k$ vanish by parity. A product of two d harmonics is a polynomial of degree 4 on the sphere, so $k>4$ vanish too. For $k=0$, $C_{00}=1$ and $c^0=\delta_{mm'}$.

## The angular coefficients

Put $x=\cos\theta$, $s=\sin\theta$, $Y_{2m}=\Theta_m e^{im\varphi}/\sqrt{2\pi}$ and $C_{kq}=\gamma_{kq}e^{iq\varphi}$, so that $c^k(m,m')=\int_{-1}^1\Theta_m\gamma_{k,m-m'}\Theta_{m'}dx$. For $q\ge0$, $\gamma_{kq}=(-1)^q\sqrt{(k-q)!/(k+q)!}\;s^q\,d^qP_k/dx^q$ and $\Theta_m=\sqrt{5/2}\,\gamma_{2m}$. With $P_2=(3x^2-1)/2$ and $P_4=(35x^4-30x^2+3)/8$,

$$\Theta_0=\sqrt{\tfrac58}(3x^2-1),\quad \Theta_1=-\tfrac{\sqrt{15}}2xs,\quad \Theta_2=\tfrac{\sqrt{15}}4s^2,\quad \gamma_{21}=-\sqrt{\tfrac32}\,xs,\quad\gamma_{22}=\sqrt{\tfrac38}\,s^2,$$

$$\gamma_{41}=-\tfrac{\sqrt5}4s(7x^3-3x),\quad\gamma_{42}=\tfrac{\sqrt{10}}8s^2(7x^2-1),\quad\gamma_{43}=-\tfrac{\sqrt{35}}4s^3x,\quad\gamma_{44}=\tfrac{\sqrt{70}}{16}s^4 ,$$

and $\gamma_{k0}=P_k$. Reversing an index gives $\Theta_{-m}=(-1)^m\Theta_m$ and $\gamma_{k,-q}=(-1)^q\gamma_{kq}$. Hence $c^k(m',m)=(-1)^{m-m'}c^k(m,m')$, and $c^k(-m,-m')=c^k(m,m')$ because the sign $(-1)^{m+(m-m')+m'}$ is $+1$. Nine pairs remain.

All integrals reduce to $I_{ab}=\int_{-1}^1s^{2a}x^{2b}dx$, with $I_{0b}=2/(2b+1)$ and $I_{a+1,b}=I_{ab}-I_{a,b+1}$ from $s^2=1-x^2$. This gives $I_{10}=\frac43$, $I_{11}=\frac4{15}$, $I_{12}=\frac4{35}$, $I_{13}=\frac4{63}$, $I_{20}=\frac{16}{15}$, $I_{21}=\frac{16}{105}$, $I_{22}=\frac{16}{315}$, $I_{30}=\frac{32}{35}$, $I_{31}=\frac{32}{315}$, $I_{40}=\frac{256}{315}$.

For $k=2$:

- $c^2(2,2)=c^2(2,0)=\frac{15}{32}(3I_{21}-I_{20})=\frac{15}{32}\left(-\frac{64}{105}\right)=-\frac27$
- $c^2(2,1)=\frac{15}8\sqrt{\frac32}\,I_{21}=\frac{\sqrt6}7$
- $c^2(1,1)=c^2(1,0)=\frac{15}8(3I_{12}-I_{11})=\frac{15}8\cdot\frac8{105}=\frac17$
- $c^2(1,-1)=-\frac{15}4\sqrt{\frac38}\,I_{21}=-\frac{\sqrt6}7$
- $c^2(0,0)=\frac5{16}(27I_{03}-27I_{02}+9I_{01}-I_{00})=\frac5{16}\cdot\frac{32}{35}=\frac27$
- $c^2(2,-1)=c^2(2,-2)=0$, since $q>k$.

For $k=4$:

- $c^4(2,2)=\frac{15}{128}(35I_{22}-30I_{21}+3I_{20})=\frac{15}{128}\cdot\frac{128}{315}=\frac1{21}$
- $c^4(2,1)=\frac{15\sqrt5}{32}(7I_{22}-3I_{21})=\frac{15\sqrt5}{32}\left(-\frac{32}{315}\right)=-\frac{\sqrt5}{21}$
- $c^4(2,0)=\frac{5\sqrt{15}}{64}(21I_{22}-10I_{21}+I_{20})=\frac{5\sqrt{15}}{64}\cdot\frac{64}{105}=\frac{\sqrt{15}}{21}$
- $c^4(2,-1)=-\frac{15\sqrt{35}}{32}I_{31}=-\frac{\sqrt{35}}{21}$
- $c^4(2,-2)=\frac{15\sqrt{70}}{256}I_{40}=\frac{\sqrt{70}}{21}$
- $c^4(1,1)=\frac{15}{32}(35I_{13}-30I_{12}+3I_{11})=\frac{15}{32}\left(-\frac{128}{315}\right)=-\frac4{21}$
- $c^4(1,0)=\frac{5\sqrt{30}}{32}(21I_{13}-16I_{12}+3I_{11})=\frac{5\sqrt{30}}{32}\cdot\frac{32}{105}=\frac{\sqrt{30}}{21}$
- $c^4(1,-1)=-\frac{15\sqrt{10}}{32}(7I_{22}-I_{21})=-\frac{15\sqrt{10}}{32}\cdot\frac{64}{315}=-\frac{2\sqrt{10}}{21}$
- $c^4(0,0)=\frac5{64}(315I_{04}-480I_{03}+242I_{02}-48I_{01}+3I_{00})=\frac5{64}\cdot\frac{128}{35}=\frac6{21}$.

The denominators are absorbed in $F_2=F^2/49$ and $F_4=F^4/441$, so that a product $c^2c^2F^2$ equals $(7c^2)(7c^2)F_2$ and $c^4c^4F^4$ equals $(21c^4)(21c^4)F_4$. The Racah parameters are $A=F^0-49F_4$, $B=F_2-5F_4$, $C=35F_4$. Inverting, $F_4=C/35$, $F_2=B+5C/35$, $F^0=A+49C/35$, and therefore

$$3F^0+\xi F_2+\eta F_4=3A+\xi B+\frac{147+5\xi+\eta}{35}\,C. \tag{1}$$

## Matrix elements between determinants

In second quantization $H=\sum_{p<q,\,r<s}\langle pq\|rs\rangle a^\dagger_pa^\dagger_qa_sa_r$ with $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. The summand is unchanged under $p\leftrightarrow q$ or $r\leftrightarrow s$, so either order of a pair may be used. Since $a_sa_r\,a^\dagger_ra^\dagger_sa^\dagger_t|0\rangle=a^\dagger_t|0\rangle$, four cases arise.

1. Diagonal: each occupied pair is removed and restored, giving $\sum_{\rm pairs}\langle rs\|rs\rangle$.
2. One orbital different: the states differ in $M_L$ or $M_S$, and the element vanishes by the deltas in $\langle pq|rs\rangle$.
3. Two orbitals different, with common orbital $t$: $\langle pqt|H|rst\rangle=\langle pq\|rs\rangle$, once $t$ stands in the same place in both states. Each interchange of two creation operators costs a sign. Moving $t$ from last to first passes two operators and costs none.
4. Three orbitals different: zero, since $H$ changes at most two.

A pair contributes $J(m,m')=\sum_kc^k(m,m)c^k(m',m')F^k$, less $K(m,m')=\sum_kc^k(m,m')^2F^k$ for parallel spins. $J$ depends only on $|m|,|m'|$. Writing $[\xi,\eta]=\xi F_2+\eta F_4$, the parts of $J$ beyond $F^0$ are

$$J_{22}=[4,1],\quad J_{21}=[-2,-4],\quad J_{20}=[-4,6],\quad J_{11}=[1,16],\quad J_{10}=[2,-24],\quad J_{00}=[4,36],$$

and the exchange integrals, symmetric in $m,m'$ and unchanged when both signs are reversed, are

$$K_{2,1}=[6,5],\quad K_{2,0}=[4,15],\quad K_{2,-1}=[0,35],\quad K_{2,-2}=[0,70],\quad K_{1,0}=[1,30],\quad K_{1,-1}=[6,40].$$

## The diagonal sum rule

The repulsion is unchanged by a common rotation of all positions or of all spins, and such rotations map the d³ space onto itself. The restricted $H$ therefore commutes with $\mathbf L$ and $\mathbf S$. Its eigenstates group into terms $(L,S)$, all states of a term have one energy because $L_\pm,S_\pm$ commute with $H$, and a term has exactly one state in each block $(M_L,M_S)$ with $|M_L|\le L$, $|M_S|\le S$. The trace of a block does not depend on the basis. For $M_L,M_S\ge0$ the sum $T(M_L,M_S)$ of determinant diagonals thus equals the sum of the energies of all terms with $L\ge M_L$, $S\ge M_S$. The difference $T(L,S)-T(L+1,S)$ keeps terms with exactly this $L$ and spin at least $S$. Subtracting the same difference at $S+1$ leaves

$$\sum_{\text{terms }(L,S)}E=T(L,S)-T(L+1,S)-T(L,S+1)+T(L+1,S+1). \tag{2}$$

The same combination of block dimensions counts the terms.

Write $(a,b;c)=d^\dagger_{a\uparrow}d^\dagger_{b\uparrow}d^\dagger_{c\downarrow}|0\rangle$ with $a>b$, and $(a,b,c)$ for three spins up. The diagonal of $(a,b;c)$ is $3F^0+J_{ab}-K_{a,b}+J_{ac}+J_{bc}$. Each entry below gives $[\xi,\eta]$ and then, by (1), the energy minus $3A$.

Quartets, $M_S=\frac32$. At $M_L=3$ there is only $(2,1,0)$: $J_{21}+J_{20}+J_{10}-K_{2,1}-K_{2,0}-K_{1,0}=[-15,-72]\to-15B$, so $E(^4F)=3A-15B$. At $M_L=2$ there is only $(2,1,-1)$, which belongs to ⁴F, so no ⁴D exists. At $M_L=1$ there are $(2,1,-2)$: $[-6,-117]\to-6B$ and $(2,0,-1)$: $[-9,-102]\to-9B$. Their sum $6A-15B$ less ⁴F gives $E(^4P)=3A$. At $M_L=0$ there are two, $(2,0,-2)$ and $(1,0,-1)$, so no ⁴S exists.

Blocks with $M_S=\frac12$. At $M_L=5$, $(2,1;2)$: $[-6,-12]\to-6B+3C$, which is ²H. At $M_L=4$, $(2,1;1)$: $[-9,3]\to-9B+3C$ and $(2,0;2)$: $[-8,-2]\to-8B+3C$. The trace $6A-17B+6C$ less ²H gives $E(^2G)=3A-11B+3C$.

At $M_L=3$:

- $G_1=(2,1;0)$: $[-10,-27]\to-10B+2C$
- $G_2=(2,0;1)$: $[-8,-37]\to-8B+2C$
- $G_3=(2,-1;2)$: $[0,-42]\to3C$
- $G_4=(1,0;2)$: $[-5,-52]\to-5B+2C$

so $T(3,\frac12)=12A-23B+9C$. Removing $6A-17B+6C$ and ⁴F leaves $E(^2F)=3A+9B+3C$.

At $M_L=2$:

- $D_1=(2,1;-1)$: $[-9,3]\to-9B+3C$
- $D_2=(2,0;0)$: $[-8,33]\to-8B+4C$
- $D_3=(2,-1;1)$: $[-3,-27]\to-3B+3C$
- $D_4=(2,-2;2)$: $[12,-67]\to12B+4C$
- $D_5=(1,0;1)$: $[4,-62]\to4B+3C$
- $D_6=(1,-1;2)$: $[-9,-32]\to-9B+2C$

so $T(2,\frac12)=18A-13B+19C$. As an instance, $D_5$ is $J_{10}-K_{1,0}+J_{11}+J_{10}=[2-1+1+2,\,-24-30+16-24]=[4,-62]$, and $(147+20-62)/35=3$.

The dimension has risen from 4 to 6, and the quartet blocks at $M_L=3$ and 2 contain the same term and cancel in (2). There are two ²D terms, and

$$E_++E_-=T(2,\tfrac12)-T(3,\tfrac12)=6A+10B+10C. \tag{3}$$

At $M_L=1$ the eight determinants $(2,1;-2)$, $(2,0;-1)$, $(2,-1;0)$, $(2,-2;1)$, $(1,0;0)$, $(1,-1;1)$, $(1,-2;2)$, $(0,-1;2)$ give, in this order, $-6B+3C$, $-8B+2C$, $-4B+2C$, $2C$, $7B+4C$, $-3B+4C$, $3C$, $-5B+2C$. The trace is $24A-19B+22C$. Removing $T(2,\frac12)$ and ⁴P gives $E(^2P)=3A-6B+3C$. The degeneracies $28+12+22+18+14+20+6$ add to 120, so no further term exists. The ²P step needed only the sum (3), which is why the repeated term does not spoil the rule for the others. It also shows the limitation. The two ²D terms have the same $L$ and $S$, so every block contains both or neither, and every trace contains them only as $E_++E_-$.

## The two ²D states

States with $M_L=2$ and $L=2$ are those annihilated by $L_+$. With $l_+|m\rangle=\sqrt{6-m(m+1)}\,|m+1\rangle$ the factor is 2 for $m=-2,1$ and $\sqrt6$ for $m=-1,0$. $L_+$ raises one orbital at a time in place. The result vanishes if the target spin orbital is occupied, and otherwise the order $a>b$ survives and no sign appears:

$$L_+D_1=\sqrt6\,G_1,\quad L_+D_2=\sqrt6\,G_1+\sqrt6\,G_2,\quad L_+D_3=\sqrt6\,G_2+2G_3,$$
$$L_+D_4=2G_3,\quad L_+D_5=2G_2+2G_4,\quad L_+D_6=2G_3+\sqrt6\,G_4 .$$

For $\sum_ja_jD_j$ the coefficients of $G_1,\dots,G_4$ must vanish:

$$a_1+a_2=0,\quad \sqrt6(a_2+a_3)+2a_5=0,\quad a_3+a_4+a_6=0,\quad 2a_5+\sqrt6a_6=0 .$$

The last gives $a_5=-\sqrt6a_6/2$, the second then $a_3=a_6-a_2$, the third $a_4=a_2-2a_6$, and the first $a_1=-a_2$. Two parameters, $a_2$ and $a_6$, stay free, as the count requires. The choice $a_6=0$ gives

$$\phi_1=\tfrac12(-1,1,-1,1,0,0).$$

Orthogonality to $\phi_1$ demands $-a_1+a_2-a_3+a_4=4a_2-3a_6=0$. Taking $a_2=-3$, $a_6=-4$ gives squared norm $9+9+1+25+24+16=84$ and

$$\phi_3=\tfrac1{\sqrt{84}}(3,-3,-1,5,2\sqrt6,-4).$$

Both are doublets. $S_+$ flips the down spin: it annihilates $D_2,D_4,D_5$, and with $Q=(2,1,-1)$ it gives $D_1\to Q$, $D_3\to(2,-1,1)=-Q$, $D_6\to(1,-1,2)=+Q$ (a cyclic permutation). The condition $a_1-a_3+a_6=0$ reads $-1+1+0=0$ and $3+1-4=0$.

The labels are seniorities. Let $P^\dagger=\sum_m(-1)^md^\dagger_{m\uparrow}d^\dagger_{-m\downarrow}$, which creates the ¹S pair of d². Moving $d^\dagger_{2\uparrow}$ past two operators costs no sign, so $P^\dagger d^\dagger_{2\uparrow}|0\rangle=\sum_m(-1)^m(2,m;-m)=-D_1+D_2-D_3+D_4=2\phi_1$, the $m=2$ term vanishing by the Pauli principle. Thus $\phi_1$ is one d electron plus such a pair (seniority 1). $P$ conserves $M_L$ and $M_S$, so $P\phi_3$ is a multiple of $d^\dagger_{2\uparrow}|0\rangle$ with coefficient $2\langle\phi_1|\phi_3\rangle=0$. The state $\phi_3$ contains no such pair (seniority 3).

The diagonal sum rule has given the energies of all the terms that occur once, but only the sum $E_++E_-$ for ²D, and the two ²D states $\phi_1$ and $\phi_3$ have been constructed. What remains is to find the $2\times2$ matrix of the repulsion between them and, from it, the separate energies $E_+$ and $E_-$.
